Why a larger supercell leaves relative Green-Kubo noise unchanged

**Report on a proposal to reduce Green-Kubo noise by enlarging the supercell**

The proposal concerns the thermal conductivity κ of a solid from equilibrium molecular dynamics. Its argument runs as follows. The heat-flux density is an average over the cell, so its fluctuations fall as the inverse square root of the number of atoms N. A cell with eight times the atoms therefore has a flux quieter by √8, and at the same trajectory length κ should have a relative error smaller by √8.

The first sentence of this argument is correct. The question is whether the conclusion follows from it.

**1. What the flux fluctuations measure**

Let J(t) be the total heat flux along one axis of a periodic cell of volume V, with zero mean, in classical equilibrium at temperature T. Define

C(t) = ⟨J(0)J(t)⟩,  K = ∫₀^∞ C(t) dt,  κ = K/(V k_B T²).

The total flux is the volume integral of a local flux density. If local fluxes are correlated over distances short compared with the cell, the double volume integral in C(t) gives one factor V:

C(t) = V c(t),  K = V k,

with c and k independent of size. The cell-averaged density j = J/V then has variance C(0)/V² = c(0)/V, which is the proposal's first sentence. But in terms of j,

κ = (V/k_B T²) ∫₀^∞ ⟨j(0)j(t)⟩ dt.

The prefactor V cancels the decrease. The fluctuation of j is the signal from which κ is obtained, not an error added to a signal. Making it smaller rescales the quantity being measured and its uncertainty together, as the variance of the estimator shows.

**2. The variance of the estimator**

Take a record of length Θ and cut the time integral at t_c. Let w(t) = 1 for |t| < t_c and zero otherwise. Since C is even, half the integral over both signs of t gives

K_est = (1/2Θ) ∫∫ ds₁ ds₂ w(s₁−s₂) J(s₁)J(s₂).

Both times run over the record, whose ends are joined into a ring; this changes results by relative order t_c/Θ, taken as small.

The total flux is a sum of many weakly correlated local contributions, so for a large cell J is nearly a Gaussian process. For such a process Wick's theorem gives

⟨J₁J₂J₃J₄⟩ − ⟨J₁J₂⟩⟨J₃J₄⟩ = C₁₃C₂₄ + C₁₄C₂₃,

where C₁₃ = C(s₁−s₃). The two terms contribute equally because w is even, so

Var K_est = (2/4Θ²) ∫∫∫∫ w(s₁−s₂) C(s₂−s₄) w(s₄−s₃) C(s₃−s₁).

The integrand is a closed chain of convolutions. Its common time origin gives a factor Θ, and the rest is a product of Fourier transforms:

Var K_est = (1/2Θ) ∫ (dω/2π) S(ω)² W(ω)²,

S(ω) = ∫ C(t) e^{iωt} dt,  W(ω) = 2 sin(ωt_c)/ω.

Now S is proportional to V, so the variance is proportional to V². So is K². The relative variance contains no volume, provided that the shape of C(t)/C(0) does not change with size.

If t_c is much longer than the correlation time, W² is concentrated near ω = 0, where S(0) = 2K. By Parseval's theorem ∫(dω/2π)W² = ∫w² dt = 2t_c. Hence

Var K_est/K² ≈ (1/2Θ)(4)(2t_c) = 4t_c/Θ,

and the relative standard deviation is 2√(t_c/Θ) for one axis. In a cubic cell the three axes are uncorrelated and equivalent, so averaging them divides this by √3.

The same conclusion can be read from the spectrum. At a nonzero frequency, the Fourier amplitude of a long Gaussian record has independent real and imaginary parts of equal variance. Its squared modulus is exponentially distributed, with standard deviation equal to its mean. A larger cell raises the mean and the scatter together. It supplies one collective signal per axis, as the small cell does, and no additional independent spectral samples.

**3. A closed form and its limits**

The proposal needs a formula for finite t_c. Let C(t) = C₀ e^{−|t|/τ}, so K = C₀τ. Parseval's theorem turns the frequency integral into ∫dt (C∗C)(t)(w∗w)(t). The second factor is the triangle 2t_c − |t| for |t| < 2t_c. For t > 0, the integration variable of C∗C has three ranges, below 0, between 0 and t, and above t. They contribute τ/2, t and τ/2, each times C₀²e^{−t/τ}:

(C∗C)(t) = C₀²(τ + t)e^{−t/τ}.

With u = t/τ, c = t_c/τ and a = 2c, using both signs of t,

Var K_est/K² = (τ/Θ) ∫₀^a (1+u)(a−u)e^{−u} du.

Expand (1+u)(a−u) = a + (a−1)u − u². The integrals needed are

∫₀^a e^{−u} du = 1 − e^{−a},
∫₀^a u e^{−u} du = 1 − (1+a)e^{−a},
∫₀^a u² e^{−u} du = 2 − (2+2a+a²)e^{−a}.

The terms without an exponential add to a + (a−1) − 2 = 2a − 3. The coefficient of e^{−a} is −a − (a²−1) + 2 + 2a + a² = a + 3. Therefore

Var K_est/K² = (τ/Θ)[4c − 3 + (2c+3)e^{−2c}].

For large c this returns 4t_c/Θ. For small c the integral is a²/2 = 2c², while the mean estimate is cK; relative to that mean, the variance is 2τ/Θ. This is the relative variance of an estimate of C(0) from a Gaussian record, as it should be.

The bracket is 5.13 at c = 2 and 17.00 at c = 5. A direct evaluation of the variance as the trace of a quadratic form, for a record of 300τ, gives 5.13 and 16.93. The shorter cut-off is quieter but loses a fraction e^{−2} = 0.14 of K, against 0.007 at c = 5.

**4. Where size does reduce noise**

The proposal would be partly right for a very small system, because the Gaussian assumption then fails. A solvable case shows by how much. Let the flux be a sum over n independent modes,

J = n^{−1/2} Σ_m (|a_m|² − 1),

where each a_m is a complex Gaussian amplitude with correlation g(t) = e^{−|t|/2τ}. The mode energy |a_m|² is exponentially distributed. Its correlation is g² = e^{−|t|/τ}, so C₀ = 1 and K = τ.

The fourth cumulant of one mode energy is a sum over the 3! = 6 cyclic orderings of four times, each a product of four factors g around the cycle. Summing n modes with the prefactor n^{−2} leaves 1/n. For t_c ≫ τ we may set w = 1, and the addition to the variance is

(1/4Θ)(6/n) ∫ (dω/2π) G(ω)⁴,  G(ω) = 4τ/(1 + 4ω²τ²).

With y = 2ωτ and ∫dy/(1+y²)⁴ = 5π/16, the frequency integral is (64τ³/π)(5π/16) = 20τ³. The addition is therefore 30τ³/(nΘ), or 30τ/(nΘ) relative to K².

At c = 5 this gives a total relative variance of about (τ/Θ)(17 + 30/n), or 47.0 for one mode and 20.0 for ten in units of τ/Θ. Since g decays with time 2τ, setting w = 1 is only approximate here: keeping the cut-off in the six terms lowers 30 to 28.1, and the totals to 45.1 and 19.8. Simulated mode energies gave 45.9 and 19.4. Adding modes removes the second term and leaves the first.

**5. A check with microscopic dynamics**

The assumptions of section 2 should be examined in a system whose flux comes from equations of motion. A suitable one is a periodic chain with unit masses, harmonic bonds and quartic on-site potentials, in units with k_B = 1:

H = Σ_i [p_i²/2 + r_i²/2 + x_i⁴/4],  r_i = x_{i+1} − x_i.

Share each bond energy equally between its two sites. Since dp_i/dt = r_i − r_{i−1} − x_i³, the on-site terms cancel in the rate of change of the site energy e_i:

de_i/dt = r_i(p_i+p_{i+1})/2 − r_{i−1}(p_{i−1}+p_i)/2.

This is the inflow minus the outflow for the bond current j_i = −r_i(p_i+p_{i+1})/2. The total flux is J = Σ_i j_i, and N replaces V in κ.

At temperature 1, with Θ = 500 and t_c = 40 held fixed, and with all runs of a given size brought to the same energy, the relative noise of κ per run was:

- N = 32: 0.519
- N = 64: 0.525
- N = 256: 0.505

Each value has a sampling error of about 0.01 to 0.03. The ratio of the first to the last is 1.03, equal to 1 within that error, where the proposal predicts √8 = 2.83. The Gaussian formula applied to the measured spectra forecasts 0.51 to 0.52 at all three sizes. The asymptote 2√(t_c/Θ) = 0.566 is somewhat higher, because t_c is not very long compared with the correlation time.

The values of κ were 2.69 ± 0.04, 2.52 ± 0.06 and 2.61 ± 0.08 (one standard error), computed with T = 1. They are integrals up to t_c = 40; at 32 sites, extending the cut-off to 80 raises κ by roughly 6 to 8 percent. The middle set had a mean temperature of 0.988; dividing by its square raises 2.52 to 2.58. Among these three sizes no clear trend remains within the errors; much smaller chains can differ.

The proposal's scaling does hold for other quantities. In the same runs the relative noise of the time-averaged kinetic temperature fell from 0.0144 to 0.0048, a factor 2.97. Temperature is a nonzero mean on which fluctuations are superposed, and averaging over sites suppresses those fluctuations. For κ the fluctuations themselves are measured.

The equal-energy condition matters in small cells. Runs of 32 sites started from canonical states had a relative energy spread of 0.188, and the noise of κ rose to 0.573. If S differs between runs, a spectral ordinate has mean square 2⟨S²⟩, so its relative variance is 1 + 2Var(S)/⟨S⟩². Its measured scatter was indeed larger, 1.188 against 1.005 at equal energy. This contribution shrinks with size and could be mistaken for support of the proposal.

**6. What the extra atoms can be used for**

For the cost of one 256-site run one can make eight independent 32-site runs, if cost is counted in site-steps. Their mean had a relative noise of 0.192, close to 0.519/√8 = 0.183. Record length acts in the same way: halving it raised the noise at 32 sites by 1.43, close to √2. Neither measure removes a finite-size bias.

One might object that a large cell contains many local fluxes, which are discarded when they are summed. This is a fair point, but using them needs care. Divide the 256-site chain into eight blocks with fluxes J_b. Then

⟨J(0)J(t)⟩ = Σ_b ⟨J_b(0)J_b(t)⟩ + Σ_{b≠b′} ⟨J_b(0)J_{b′}(t)⟩.

Keeping the first sum alone reduced the absolute scatter to 0.27 of its former value, but it also reduced κ to 0.71 of the full result. The discarded cross terms carry the other 29 percent. A block of 32 sites inside a longer chain is not equivalent to a periodic chain of 32 sites, which showed no such loss.

**7. Consequences for silicon near 1000 K**

The proposal should be judged on a realistic case. Take rough values for crystalline silicon: κ = 30 W/(m K), one flux correlation time τ = 10 ps, t_c = 50 ps and Θ = 10 ns. Compare cubes of 4×4×4 and 8×8×8 conventional cells, with 512 and 4096 atoms and sides of 2.17 and 4.34 nm.

Since C₀ = K/τ, the rms flux density is √(κk_BT²/(Vτ)). It falls from 63.6 to 22.5 GW/m², the expected factor √8. The relative variance for one axis is nevertheless the same in both cells:

17.0 × 10 ps/10000 ps = 0.0170.

The noise is √0.0170 = 13.0 percent for one axis and 7.5 percent for three. To reach 5 percent with three axes requires

Θ = 170 ps/(3 × 0.05²) = 22.7 ns

in either cell.

The weakest assumption for real silicon is the single correlation time, because long acoustic waves live longer. As a sketch, take an isotropic Debye sphere of radius q_D with equal phonon speeds and τ(q) ∝ q^{−2}, and let the mean lifetime over the full sphere be 10 ps. With y = q/q_D the mode density is 3y² dy, which fixes τ(y) = 10 ps/(3y²). The product of the two is constant, so equal intervals of y contribute equally to κ.

A cell of side L has no waves below y_min = 2π/(Lq_D). If the waves above this limit are treated as a continuum, the missing share of κ is y_min itself, 20 percent for the small cell and 10 percent for the large one. This overstates the loss: a sum over the discrete waves of a periodic cube gives about 15 and 7 percent. This is what enlargement improves. It also admits slower modes: the longest lifetime rises from 82 to 328 ps. Cutting at 50 ps now loses 7.7 and 14.8 percent of each cell's own K. If this truncation bias is held at 5 percent, the cut-offs must be 67 and 150 ps, and the three-axis noise at Θ = 10 ns becomes 8.5 and 12.9 percent. The discrete sum gives more weight to the slowest waves: the losses at 50 ps become 11 and 17 percent, the cut-offs about 95 and 205 ps, and the noise about 10 and 15 percent. Either way, in this sketch the larger cell is the noisier one, since its correlation function has changed shape.

Other neglected effects are smaller. The non-Gaussian addition to the noise, estimated without a cut-off, is no more than a few percent of the variance. Classical statistics are also adequate at this temperature: with a Debye temperature of about 650 K, the Debye heat capacity is 0.98 of the classical value. The size bias is less certain. With the classical heat capacity per volume C, κ = Cv²τ/3 and τ = 10 ps require an effective phonon speed v of about 2100 m/s and a mean free path of about 21 nm. The Debye temperature corresponds instead to about 5900 m/s, for which the same κ would need τ = 1.3 ps and a mean free path of about 7 nm. The assumed τ is therefore only a rough value; at fixed t_c/τ the noise scales as its square root. Either path exceeds both cell sides, so the short-range condition of section 1 does not hold here. In the sketch, C(t) grows with volume because the number of waves does, apart from the change of shape described above. The sketch counts missing waves but not the change in scattering among those that remain, so its 20 and 10 percent are estimates of scale.

**Recommendation**

The claimed √8 reduction should be withdrawn. The cell size should be chosen from the convergence of κ with size, with t_c re-examined for each cell, and the statistical error should then be set by the total length of independent trajectories. Most of the values quoted here are collected in the numerical output below.

Computed results

```
GAUSSIAN NOISE FORMULA (times in units of tau)
c=2: Theta/tau * rel. variance: trace 5.13, formula 5.13
c=5: Theta/tau * rel. variance: trace 16.93, formula 17.00
Non-Gaussian factor for one mode: 30.00
1 mode(s), c=5: Theta/tau * rel. variance: simulated 45.9, formula 47.0
10 mode(s), c=5: Theta/tau * rel. variance: simulated 19.4, formula 20.0
ANHARMONIC CHAIN, MOLECULAR DYNAMICS (model units, temperature 1)
Record length 500, cut-off 40, 2*sqrt(tc/Theta) = 0.566
N=32, 1024 equal-energy runs: kappa 2.69 +- 0.04, mean temperature 1.000
  rel. noise of kappa per run: 0.519, spectral forecast 0.513
  rel. scatter of a spectral ordinate 1.005, excess kurtosis of J -0.083
  rel. noise of kinetic temperature 0.0144
N=64, 512 equal-energy runs: kappa 2.52 +- 0.06, mean temperature 0.988
  rel. noise of kappa per run: 0.525, spectral forecast 0.514
  rel. scatter of a spectral ordinate 1.028, excess kurtosis of J -0.056
  rel. noise of kinetic temperature 0.0104
N=256, 256 equal-energy runs: kappa 2.61 +- 0.08, mean temperature 0.998
  rel. noise of kappa per run: 0.505, spectral forecast 0.515
  rel. scatter of a spectral ordinate 0.989, excess kurtosis of J -0.065
  rel. noise of kinetic temperature 0.0048
N=32, 512 canonical starts: rel. energy spread 0.188, ordinate scatter 1.188
  rel. noise of kappa per run 0.573
Noise ratio N=32 to N=256: kappa 1.03, temperature 2.97, sqrt(8) = 2.83
Mean of eight N=32 runs: rel. noise 0.192
N=32, half the record: rel. noise 0.741, ratio to full record 1.43
N=256, self terms of 32-site blocks only: kappa ratio 0.71, absolute scatter ratio 0.27
SILICON NEAR 1000 K (rough parameters)
kappa 30 W/(m K), T 1000 K, tau 10 ps, cut-off 50 ps, record 10 ns
Lattice constant 0.543 nm, Debye temperature 645 K
Rel. noise, any cell: one axis 13.0 %, three axes 7.5 %
Record for 5 % noise, three axes: 22.7 ns
Truncation bias, one exponential: 0.67 %
Mean phonon speed 2085 m/s, mean free path 20.9 nm
512 atoms, side 2.17 nm: rms flux density 63.6 GW/m^2
  long waves missing: 20.1 % of kappa; slowest lifetime 82 ps
  lifetime spread: bias at 50 ps 7.7 %, cut-off for 5 % bias 67 ps
  noise at that cut-off, three axes: 8.5 %; non-Gaussian addition to variance 1.15 %
4096 atoms, side 4.34 nm: rms flux density 22.5 GW/m^2
  long waves missing: 10.1 % of kappa; slowest lifetime 328 ps
  lifetime spread: bias at 50 ps 14.8 %, cut-off for 5 % bias 150 ps
  noise at that cut-off, three axes: 12.9 %; non-Gaussian addition to variance 0.40 %
Quantum to classical heat capacity: 0.980
```
